# How disordered vacancies suppress lattice heat flow in cubic tellurides

## 1. Definitions and conventions

A rock-salt telluride has two interleaved sublattices, one of cations and one of tellurium. A fraction $c$ of the cation sites is empty. The question is how much lattice heat conductivity $\kappa$ remains, compared with the value $\kappa_0$ of a hypothetical crystal with every site filled and no disorder.

- $N$ is the number of sites, $V_0$ the volume per site, $a$ the site spacing, so $V_0=a^3$.
- $M$ is the mean site mass of the filled crystal, and $m$ is the mean cation mass divided by $M$.
- Springs of constant $k$ join nearest neighbours and act equally on all three displacement components. Each component then moves independently, and polarization is conserved in scattering.
- All three acoustic branches have speed $v$. The Debye spectrum, with three modes per site, ends at $\omega_D$; optical modes are thus counted as if they were acoustic.
- Intrinsic phonon–phonon scattering has rate $B\omega^2$, and the heat capacity is classical.
- Atoms around a vacancy keep their places and their remaining springs.

In the filled crystal a long wave moves both sublattices together, so that
$$M\omega^2\simeq2k\sum_{i=x,y,z}(1-\cos q_ia)\simeq ka^2q^2,\qquad Mv^2=ka^2 .$$

A vacancy changes the mass matrix by $\delta M$ and the spring matrix by $\delta K$. The equation of motion becomes $(K-\omega^2M)u+Wu=0$, with
$$W=\delta K-\omega^2\,\delta M .$$

## 2. First contribution: missing mass

At the vacancy $\delta M=-mM$. The missing inertia therefore contributes $+mM\omega^2$ to $W$. It acts at one point, so it scatters equally in all directions.

## 3. Second contribution: missing bonds

Cutting the six bonds $\mathbf b$ removes the energies $\tfrac12k(u_0-u_b)^2$. Between an incident wave $\mathbf q$ and a scattered wave $\mathbf q'$ the matrix element is
$$-k\sum_{\mathbf b}(1-e^{-i\mathbf q'\cdot\mathbf b})(1-e^{i\mathbf q\cdot\mathbf b})
\simeq-k\sum_{\mathbf b}(\mathbf q'\cdot\mathbf b)(\mathbf q\cdot\mathbf b).$$
The bonds are $\pm a$ along three axes, so the sum is $2a^2\,\mathbf q\cdot\mathbf q'$. With $q'=q$ and $ka^2q^2=M\omega^2$, the result is $-2M\omega^2\cos\theta$, where $\theta$ is the scattering angle. To first order in the perturbation (Born approximation) the total is
$$\frac{W}{M\omega^2}=m-2\cos\theta .$$
The bond term comes from the part of the displacement that is odd about the vacancy, which stretches opposite bonds in opposite senses; the mass term comes from the even part, which moves the site itself. The two effects oppose each other forward, giving $m-2$, and reinforce each other backward, giving $m+2$. The customary vacancy rule uses $(m+2)^2$ at every angle, which is the backscattering value.

**Relaxation of the neighbours.** Cutting bonds is not a small perturbation, so the first-order bond term must be corrected. Take the pair of neighbours at $\pm a\hat{\mathbf x}$ and their odd displacement $\phi=(u_+-u_-)/\sqrt2$. The vacancy removes the energy $\tfrac12k\phi^2$, which is equivalent to an extra force $k\phi$ on this coordinate of the filled lattice. Let $G$ be the static displacement response to a unit force. The response of $\phi$ to its own force is
$$\tfrac12[2G(0)-2G(2a)]=G(0)-G(2a).$$
All other forces due to the vacancy are symmetric under $x\to-x$, so they do not drive the odd coordinate $\phi$. With $g=k[G(0)-G(2a)]$, the actual displacement obeys
$$\phi=\phi_{\rm in}+g\phi\quad\Rightarrow\quad\phi=\frac{\phi_{\rm in}}{1-g}.$$
The bond term grows by the same factor, and the number 2 is replaced by
$$D=\frac{2}{1-g},\qquad
g=\int_{-\pi}^{\pi}\!\frac{d^3p}{(2\pi)^3}\,\frac{1-\cos2p_x}{2\sum_i(1-\cos p_i)} .$$
The integral gives $g=0.210$ and $D=2.53$.

The mass term needs no such correction at long wavelength. The empty site has neither mass nor springs, so its formal displacement may be chosen freely; choose the mean displacement of its neighbours. The even part of each bond stretch is then of order $q^2$, and so is the even part of the factor multiplying it. Their product is of order $q^4$, negligible beside $mM\omega^2\propto q^2$. The long-wave amplitude is therefore
$$A(\theta)=m-D\cos\theta .$$

The two terms can be separated in a finite crystal. A standing wave with an antinode at the vacancy feels the lost mass; one with a node there feels the lost bonds. Periodic crystals with alternating masses and 8, 10 and 12 sites per edge, extrapolated to infinite size, gave $m=0.863$ and $D=2.534$, against the expected 0.865 and 2.531.

## 4. From amplitude to loss of heat current

For normalized plane waves, one vacancy couples two modes by $w=\omega^2A/N$ in the equation $\ddot u+\omega^2u=-wu'$. Put $u=\alpha(t)e^{-i\omega t}$ with slowly varying $\alpha$. Neglecting $\ddot\alpha$ leaves $-2i\omega\dot\alpha=-w\alpha'$, or
$$i\dot\alpha=\frac{w}{2\omega}\alpha' .$$
This has the form of a Schrödinger equation with coupling $w/2\omega$, so the golden rule gives
$$\frac1{\tau_1}=2\pi\,\frac{NV_0}{(2\pi)^3}\int\frac{\omega'^2d\omega'\,d\Omega}{v^3}
\left(\frac{\omega A}{2N}\right)^2\delta(\omega'-\omega)
=\frac{V_0\omega^4}{4\pi v^3}\,\frac{\langle A^2\rangle}{N}.$$
The numerical factor is $2\pi\cdot\frac14\cdot4\pi/(8\pi^3)=1/(4\pi)$, and the brackets denote an average over angles.

A phonon deflected by $\theta$ retains a fraction $\cos\theta$ of its forward current. Loss of current therefore carries the weight $1-\cos\theta$. Since $\langle\cos\theta\rangle=\langle\cos^3\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/3$,
$$S_{\rm tot}=\langle A^2\rangle=m^2+\frac{D^2}{3},$$
$$S_{\rm tr}=\langle(m^2-2mD\cos\theta+D^2\cos^2\theta)(1-\cos\theta)\rangle
=m^2+\frac{2mD}{3}+\frac{D^2}{3}.$$
The cross term is positive because the contributions add in backscattering, which degrades the current most.

For equal masses, $m=1$, these formulas give 3.136 and 4.823. A calculation with the full scattering matrix of one vacancy, at frequencies 0.2 and 0.3 in units of $\sqrt{k/M}$ and extrapolated to zero frequency, gave 3.135 and 4.823. The customary value is 9.

## 5. Third ingredient: disorder

Let $n_R=1$ on an empty cation site and 0 on a filled one. Waves scattered by different vacancies interfere, so the intensity contains $|\sum_Rn_Re^{i(\mathbf q-\mathbf q')\cdot\mathbf R}|^2$. Split $n_R=c+\delta n_R$. The uniform part $c$ is periodic: away from Bragg vectors its sum vanishes, and it merely changes the sound speed. If sites are occupied independently, different $\delta n_R$ are uncorrelated and
$$\langle\delta n_R^2\rangle=\langle n_R^2\rangle-c^2=c-c^2=c(1-c).$$
The $N/2$ cation sites give $\tfrac N2c(1-c)$ times the intensity of one vacancy. Hence
$$\frac1{\tau_d}=\frac{V_0\omega^4}{4\pi v^3}\,\Gamma,\qquad
\Gamma=\frac{c(1-c)}2\,S_{\rm tr}.$$
This combines random occupation with the amplitude of an isolated vacancy. It is justified at small $c$; the factor $1-c$ is not a complete second-order correction.

For $c=0.2$, sampled random patterns gave 0.163 per cation site at the longest wavelengths of the sample, against $c(1-c)=0.16$. A periodic pattern with the same number of vacancies gave zero there. Missing atoms alone are thus insufficient: their irregular arrangement is what turns the disturbance into resistance.

## 6. The reduction formula

The classical heat capacity per unit volume and frequency is $3k_B\omega^2/(2\pi^2v^3)$. One third of heat capacity times $v^2\tau$ gives
$$\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\omega^2\tau\,d\omega .$$
Without vacancies $\tau=1/(B\omega^2)$, so $\kappa_0=k_B\omega_D/(2\pi^2vB)$. With them, rates add: $1/\tau=B\omega^2+E\omega^4$, where $E=V_0\Gamma/(4\pi v^3)$. Therefore
$$\frac{\kappa}{\kappa_0}=\frac1{\omega_D}\int_0^{\omega_D}\frac{d\omega}{1+(E/B)\omega^2}
=\frac{\arctan u}{u},\qquad u=\omega_D\sqrt{E/B}.$$
Eliminate $B$ by means of $\kappa_0$:
$$u^2=\omega_D^2\,\frac{V_0\Gamma}{4\pi v^3}\,\frac{2\pi^2v\kappa_0}{k_B\omega_D}
=\frac{\pi\omega_DV_0\Gamma\kappa_0}{2k_Bv^2}.$$
Three modes per site require $\omega_D=v(6\pi^2/V_0)^{1/3}$, and so
$$u^2=\frac{(6\pi^5V_0^2)^{1/3}}{2k_Bv}\,\kappa_0\Gamma .$$

**Weak scattering.** For $u\ll1$, $\arctan u\simeq u-u^3/3$ and $\kappa\simeq\kappa_0(1-u^2/3)$. The loss is proportional to $\Gamma$, and so, at small $c$, to the number of vacancies.

**Strong scattering.** For $u\gg1$, $\arctan u\simeq\pi/2$ and $\kappa\simeq\pi\kappa_0/(2u)\propto\sqrt{\kappa_0/\Gamma}$. Additional vacancies become less effective, since the phonons they scatter most strongly already carry little heat. If $\kappa_0\propto1/T$, then $\kappa\propto T^{-1/2}$ in this limit.

The ratio of vacancy to intrinsic scattering is $u^2(\omega/\omega_D)^2$. Vacancies dominate above $\omega_D/u$; long waves below it carry much of the remaining heat.

## 7. Weighing the contributions in an example

The parameters are those of cubic Ge$_2$Sb$_2$Te$_5$, with one cation site in five empty. This is beyond the small $c$ for which the formula is justified, so the numbers illustrate how the terms are weighed and are not a prediction; section 8 gives the size of the error. Rough inputs are a cell edge of 0.60 nm, $v=2.0$ km/s and $\kappa_0=2.0$ W/(m K) at 300 K. The cell holds eight sites, so $V_0=0.216/8=0.027$ nm$^3$. The masses give $m=97.2/112.4=0.865$. Then
$$S_{\rm tr}=0.748+1.459+2.136=4.343,$$
$$\Gamma=\tfrac12(0.2)(0.8)(4.343)=0.347 .$$
The terms are mass, interference and bonds: 17%, 34% and 49% of the strength.

For $u$, first form the dimensionless conductivity
$$\frac{\kappa_0V_0^{2/3}}{k_Bv}=\frac{2.0\times9.0\times10^{-20}}{1.381\times10^{-23}\times2000}=6.52 .$$
Since $(6\pi^5)^{1/3}/2=6.12$, $u^2=6.12\times6.52\times0.347=13.9$ and $u=3.72$. Thus
$$\frac{\kappa}{\kappa_0}=\frac{\arctan3.72}{3.72}=0.35,\qquad\kappa=0.70\ \text{W/(m K)}.$$
By this formula the vacancies remove about 65% of the lattice conductivity.

With all other inputs fixed, the mass term alone would leave 1.29 W/(m K), and the bond term alone 0.92 W/(m K). These are comparisons of terms, since a real vacancy has both. The customary strength $(m+2)^2=8.21$ gives 0.54 W/(m K), which is 23% below the angle-resolved result.

Within the formula, the dependence on $c$ shows the diminishing return: $\kappa$ is 1.41, 1.10, 0.88 and 0.70 W/(m K) at $c=0.02$, 0.05, 0.10 and 0.20. The first 2% of vacancies already remove 30% of $\kappa_0$. The linear law would require $u^2\simeq40\,\Gamma\ll1$, or $c$ well below about 0.01.

## 8. What the formula leaves out

**Small corrections.** Random Ge and Sb masses add 0.019 to $\Gamma$ and lower $\kappa$ to 0.69 W/(m K). The Debye temperature is 198 K; quantum heat capacity at 300 K, with the scattering rates held fixed, changes $\kappa$ by less than 1%.

**High frequencies.** The formula's mean free path at $\omega_D$ is 0.04 nm, far below the site spacing of 0.30 nm. A travelling phonon has no clear meaning there. Requiring every lifetime to be at least half a period raises $\kappa$ to 0.86 W/(m K), an estimate of the sensitivity rather than a theory of such modes.

The $\omega^4$ law is also a long-wave result. Its effect was sized for equal masses, using total rates without the angular weight. The Debye formula then gives $\kappa/\kappa_0=0.40$. On a coarse grid of ten wave vectors along each positive axis, lattice dispersion with the same $\omega^4$ law gives 0.42, and the full scattering matrix gives 0.52. Finer grids raise both values but keep their order: eighty wave vectors per axis give about 0.46 and 0.55. For vacancies that scatter independently, the law therefore overstates the net resistance in this lattice. Both high-frequency corrections raise $\kappa$, but they concern overlapping modes and should not simply be added.

**Density of vacancies.** With random occupation, the chance that at least one of the twelve nearest cation sites around a vacancy is also empty is $1-0.8^{12}=0.93$. Vacancies at $c=0.2$ therefore do not scatter independently. Dilution also lowers the sound speed. The mean mass falls by the factor $1-mc/2$ and the stiffness, to first order in $c$, by $1-Dc/2$, so the speed is multiplied by $\sqrt{(1-Dc/2)/(1-mc/2)}=0.90$. If 2.0 km/s is taken as the filled-crystal speed, and $\kappa_0$ is held fixed, inserting the lower speed in $u$ reduces $\kappa$ by about 4%. Multiple scattering matters more. In a random sample of this spring lattice at $c=0.2$, waves near $0.2\,\omega_D$ lose intensity roughly 3 to 4 times as fast as the formula's total rate, with $S_{\rm tot}$ in place of $S_{\rm tr}$; the lower factor applies if $v$ is the speed of the diluted crystal, the higher if it is that of the filled one. At $c=0.05$ the factor is only about 1.2. Multiplying $\Gamma$ by 3 or 4 at all frequencies would lower $\kappa$ from 0.70 to 0.44 or 0.39 W/(m K). The latter is close to 0.37 W/(m K), the value obtained if every lifetime were half a period; with that lower bound on lifetimes, the factor 4 lowers $\kappa$ only from 0.86 to 0.65 W/(m K). This shows the sensitivity only, since the factor need not be the same at other frequencies.

**The real material.** Measured conductivities of cubic Ge$_2$Sb$_2$Te$_5$ films are roughly 0.5 W/(m K), including electrons. The formula's 0.70 is of similar size, but with the errors described above this is no confirmation. A rough electrical conductivity of 100 S/cm would add 0.07 W/(m K) by the Wiedemann–Franz law. The least certain input is $\kappa_0$, because the filled, disorder-free crystal is hypothetical: values of 1.0 and 4.0 W/(m K) give 0.46 and 1.05 W/(m K). The lower result of the customary rule is therefore no evidence for its angular assumption. Real bonds also resist stretch and shear differently. If the shear springs were five times softer, the single strength $D=2.53$ would split into about 3.6 for stretched bonds and 2.3 for sheared ones, so the shares found in section 7 belong to the equal-spring lattice. Real films also have local distortions, grain boundaries and interfaces, which are absent here. Memory cells break the assumption of room temperature as well: at 600 K, with $\kappa_0\propto1/T$, the model gives 0.46 W/(m K), 35% below its 300 K value. With lifetimes of at least half a period the drop is 27%, from 0.86 to 0.63 W/(m K), and since the cubic phase is only metastable, neither figure is a prediction for a real cell.

Ordering the vacancies by annealing would remove this particular scattering if the lattice otherwise stayed the same. A real structural change can alter bonding, anisotropy and boundaries too, so the formula alone does not predict the conductivity of the ordered phase. Further values are in the numerical output.

## Computed values

```
cell edge (rough input): 0.6 nm
sound speed (rough input): 2 km/s
filled-lattice kappa0 (rough input): 2 W/(m K)
temperature: 300 K
vacant cation fraction c: 0.2
volume per site V0: 0.027 nm^3
mean cation mass: 97.19 u
mean site mass: 112.4 u
mass ratio m: 0.8647
neighbour response g: 0.2098
bond strength D: 2.531
m from standing waves: 0.8632
D from standing waves: 2.534
Born amplitude forward, m=1: -1
Born amplitude backward, m=1: 3
m=1 S_tot, S_tr formula: 3.1356, 4.8230
m=1 S_tot, S_tr, optical S_tot from scattering matrix: 3.1353, 4.8225, 3.1354
random structure factor, sampled: 0.1632
random structure factor c(1-c): 0.16
ordered structure factor at same q: 0.0e+00
S_tr parts mass, cross, bonds: 0.7478, 1.4592, 2.1356
S_tr for example: 4.343
customary (m+2)^2: 8.207
Gamma: 0.3474
u: 3.724
kappa/kappa0: 0.3514
kappa with vacancies: 0.7028 W/(m K)
kappa by numerical integral: 0.7028 W/(m K)
Gamma, customary rule: 0.6565
u, customary rule: 5.119
kappa, customary rule: 0.5383 W/(m K)
kappa, mass term only: 1.29 W/(m K)
kappa, bond term only: 0.923 W/(m K)
kappa at c=0.02: 1.406 W/(m K)
kappa at c=0.05: 1.097 W/(m K)
kappa at c=0.10: 0.8787 W/(m K)
kappa if kappa0=1.0 W/(m K): 0.4587 W/(m K)
kappa if kappa0=4.0 W/(m K): 1.051 W/(m K)
kappa0 at 600 K, scaled as 1/T: 1 W/(m K)
kappa at 600 K: 0.4587 W/(m K)
Ge/Sb mass-disorder Gamma: 0.01911
kappa with Ge/Sb disorder too: 0.6877 W/(m K)
Debye temperature: 198.5 K
kappa0 with quantum heat capacity: 1.976 W/(m K)
kappa with quantum heat capacity: 0.6994 W/(m K)
mean free path at Debye cutoff: 0.04385 nm
site spacing: 0.3 nm
kappa with half-period lifetime floor: 0.8586 W/(m K)
m=1 total-rate ratio, Debye formula: 0.3997
same, lattice dispersion and omega^4 law: 0.4199
same, lattice and full scattering matrix: 0.5219
sound-speed factor from dilution, first order: 0.9042
chance of a vacancy among 12 near cation sites: 0.9313
electrical conductivity (rough input): 100 S/cm
electronic heat conductivity: 0.07329 W/(m K)
```
